# Energy-Dependent Relaxation Times and Departures from a Single Drude Curve: verification in Python

```python
"""Conductivity of electrons with an energy-dependent relaxation time tau(E).

Result under test (time factor exp(-i omega t)):
    sigma(omega) = D <tau/(1 - i omega tau)>,   D = n e^2/m_c,
where <...> is the average with weight E^(3/2) (-df0/dE), normalised to one.
The apparent mass  m_app = -(n e^2/omega) Im(1/sigma)  is never below m_c and
equals it only for constant tau, so a spread of tau excludes a single Drude
curve.  m_c: conductivity mass, m_d: density-of-states mass of one valley,
y = sqrt(E/kT), rate = 1/tau.  Example: high-purity n-type silicon, 77 K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import least_squares
from scipy.special import gamma

e, hbar, kB, m0 = const.e, const.hbar, const.k, const.m_e
pi = np.pi

# Maxwell-Boltzmann average on a Gauss-Legendre grid in y = sqrt(E/kT)
nodes, node_weights = np.polynomial.legendre.leggauss(400)
y = 3.5 * (nodes + 1)
weight = 3.5 * node_weights * 2 * y**4 * np.exp(-y**2) / gamma(2.5)


def response(rate, omega):
    """<tau/(1 - i omega tau)> for one frequency or an array of them."""
    omega = np.asarray(omega, dtype=float)
    return np.sum(weight / (rate - 1j * omega[..., None]), axis=-1)


def mass_ratio(s, omega):
    """Apparent mass divided by m_c, from s = sigma/D."""
    return -(1 / s).imag / omega


# --- Test: cos(theta) is an eigenfunction of an elastic collision operator
mu, mu_w = np.polynomial.legendre.leggauss(80)
a = 0.3                                   # W(chi) = 1/(1 - cos(chi) + a)^2
A = 1 + a - np.outer(mu, mu)
B2 = np.outer(1 - mu**2, 1 - mu**2)
kernel = A / (A**2 - B2)**1.5 * mu_w / 2  # azimuthal average of W
collision = np.diag(kernel.sum(axis=1)) - kernel
transport_rate = quad(lambda c: 0.5 * (1 - c) / (1 - c + a)**2, -1, 1)[0]
solution = np.linalg.solve(collision - 0.7j * np.eye(80), mu.astype(complex))
assert np.max(abs(solution - mu / (transport_rate - 0.7j))) < 1e-6

# --- Test: kick an ellipsoidal valley in 3-D k-space, follow the current in
# time, transform it; field along [111], tau = (E/kT)^(-1/2)
m_l, m_t = 0.92, 0.19                     # in units of m0
m_c = 3 / (1 / m_l + 2 / m_t)
m_d = (m_l * m_t**2)**(1 / 3)
step = 14 / 64
axis = -7 + step * (np.arange(64) + 0.5)
grid = np.meshgrid(axis, axis, axis, indexing="ij")
root_m = np.sqrt([m_t, m_t, m_l])
kick = 0.005
shift = kick / np.sqrt(3) / root_m
forward = np.exp(-sum((g - d)**2 for g, d in zip(grid, shift)) / 2)
backward = np.exp(-sum((g + d)**2 for g, d in zip(grid, shift)) / 2)
energy = sum(g**2 for g in grid) / 2
velocity = sum(g / r for g, r in zip(grid, root_m)) / np.sqrt(3)
carried = (velocity * (forward - backward) / 2).ravel()
carried /= np.exp(-energy).sum() * kick
times = np.linspace(0, 60, 601)
decay = np.exp(-np.sqrt(energy).ravel() * (times[1] - times[0]))
current = np.empty(times.size)
for i in range(times.size):
    current[i] = carried.sum()
    carried *= decay
kick_error = 0.0
for w in (0.0, 0.5, 2.0):
    from_kick = simpson(current * np.exp(1j * w * times), x=times)
    from_formula = response(y, w) / m_c
    kick_error = max(kick_error, abs(from_kick / from_formula - 1))
assert kick_error < 1e-3

# --- Test: mass inequality, equality for constant tau, limits, sum rule
omegas = np.geomspace(0.02, 30, 60)
for law in (y, y**-3, 1 + 0.5 * np.sin(3 * y)):
    assert np.all(mass_ratio(response(law, omegas), omegas) > 1 + 1e-7)
constant_law = np.ones_like(y)
assert np.allclose(mass_ratio(response(constant_law, omegas), omegas), 1,
                   atol=1e-8)
assert abs(mass_ratio(response(y, 1e-3), 1e-3) - 3 * pi / 8) < 1e-4
tail_factor = response(y, 1e3).real * 1e6 * response(y, 0.0).real
assert abs(tail_factor - 32 / (9 * pi)) < 1e-3
u = np.linspace(-14, 14, 561)
area = np.trapezoid(response(y, np.exp(u)).real * np.exp(u), u) \
    if hasattr(np, "trapezoid") else \
    np.trapz(response(y, np.exp(u)).real * np.exp(u), u)
assert abs(area / (pi / 2) - 1) < 1e-4

# --- Test: power-law moments
power_table = []
for r in (-0.5, 0.0, 1.5):
    tau = y**(2 * r)
    moments = {p: np.sum(weight * tau**p) for p in (-1, 1, 2)}
    for p, value in moments.items():
        assert abs(value * gamma(2.5) / gamma(2.5 + p * r) - 1) < 1e-6
    power_table.append((r, moments[2] / moments[1]**2,
                        moments[1] * moments[-1]))

# --- Test: strong degeneracy restores a single Drude curve
eta = 60.0                                # Fermi energy / kT
x = np.linspace(20, 100, 4001)
fermi_w = x**1.5 / np.cosh((x - eta) / 2)**2
fermi_w /= fermi_w.sum()
spread = np.sum(fermi_w / x) / np.sum(fermi_w / np.sqrt(x))**2 - 1
assert abs(spread / (pi**2 / 3 * 0.25 / eta**2) - 1) < 0.03

# --- Silicon example: rough typical parameters
T = 77.0
n = 1e19                                  # m^-3
Xi = 9.0 * e                              # acoustic deformation potential
density, sound = 2330.0, 9000.0           # kg/m^3, m/s
c_l = density * sound**2
eps = 11.7 * const.epsilon_0
md, mc = m_d * m0, m_c * m0


def wave_number(temp):
    return np.sqrt(2 * md * kB * temp) / hbar * y


def acoustic(k, temp):
    """Elastic, equipartition golden-rule rate."""
    return md * k * Xi**2 * kB * temp / (pi * hbar**3 * c_l)


def acoustic_inelastic(k, temp, v):
    """Out-scattering rate with phonon energy kept; c_l held fixed."""
    k = np.atleast_1d(k)
    ks = md * v / hbar
    z, zw = np.polynomial.legendre.leggauss(80)
    total = np.zeros_like(k)
    ranges = ((np.maximum(0, 2 * ks - 2 * k), 2 * k + 2 * ks, 0),
              (np.zeros_like(k), np.maximum(0, 2 * k - 2 * ks), 1))
    for low, high, emitted in ranges:
        half = (high - low) / 2
        q = low[:, None] + half[:, None] * (z + 1)
        q = np.maximum(q, 1e-3)
        occupation = 1 / np.expm1(hbar * v * q / (kB * temp))
        total += half * np.sum(zw * q**2 * (occupation + emitted), axis=1)
    return Xi**2 * md * v / (4 * pi * c_l * hbar**2 * k) * total


k_thermal = np.sqrt(2 * md * kB * T) / hbar
slow = acoustic_inelastic(k_thermal, T, sound / 50)[0]
assert abs(slow / acoustic(k_thermal, T) - 1) < 1e-3


def intervalley(temp):
    """Randomising intervalley rate: (meV, 1e8 eV/cm, final valleys)."""
    E = kB * temp * y**2
    total = np.zeros_like(y)
    for meV, coupling, valleys in ((12, 0.5, 1), (19, 0.8, 1), (62, 11, 1),
                                   (19, 0.3, 4), (47, 2, 4), (59, 2, 4)):
        Eph = meV * 1e-3 * e
        N = 1 / np.expm1(Eph / (kB * temp))
        D_iv = coupling * 1e10 * e
        roots = N * np.sqrt(E + Eph) + (N + 1) * np.sqrt(
            np.maximum(E - Eph, 0))
        dos = md**1.5 * np.sqrt(2) * roots / (2 * pi**2 * hbar**3)
        total += pi * D_iv**2 * valleys / (density * Eph / hbar) * dos
    return total


q_screen2 = n * e**2 / (eps * kB * T)


def impurity(k):
    """Screened-Coulomb momentum relaxation rate, n ionised donors."""
    b = q_screen2 / (2 * k**2)
    angular = (np.log((2 + b) / b) + b / (2 + b) - 1) / (8 * k**4)
    dos = md * k / (2 * pi**2 * hbar**2)
    return 2 * pi / hbar * dos * n * (e**2 / eps)**2 * angular


# angular integral against direct quadrature, in units of k_thermal
b_th = q_screen2 / (2 * k_thermal**2)
direct = quad(lambda z: 0.5 * np.exp(2 * z) / (np.exp(z) + b_th)**2 / 4,
              -35, np.log(2), limit=200)[0]
dos_th = md * k_thermal / (2 * pi**2 * hbar**2)
direct_rate = (2 * pi / hbar * dos_th * n * (e**2 / eps)**2
               * direct / k_thermal**4)
assert abs(direct_rate / impurity(k_thermal) - 1) < 1e-6

k = wave_number(T)
base = acoustic(k, T)
tau0 = 1 / acoustic(k_thermal, T)
tau_mean = response(base, 0.0).real
D = n * e**2 / mc
sigma0 = D * tau_mean
to_cm2 = 1e4 * e / mc
w_low = 1e-4 / tau0


def mixed(rate, exchange, omega):
    """Electron-electron model: exchange conserves total momentum."""
    s = response(rate + exchange, omega)
    return s / (1 - exchange * s)


mean_rate = np.sum(weight * base)
strong = mixed(base, 1e4 / tau0, 0.0).real
assert abs(strong * mean_rate - 1) < 1e-3

# --- Best single Drude curve, weight and time both free
f_fit = np.geomspace(5e9, 5e11, 80)
w_fit = 2 * pi * f_fit * tau0


def drude_fit(rate):
    target = response(rate, w_fit)

    def residual(p):
        d = p[0] * p[1] / (1 - 1j * w_fit * p[1]) / target - 1
        return np.concatenate([d.real, d.imag])
    fit = least_squares(residual, [1.0, 0.8], xtol=1e-13, ftol=1e-13,
                        gtol=1e-13)
    d = residual(fit.x)
    return fit.x, np.max(np.hypot(d[:80], d[80:]))


fit_values, fit_error = drude_fit(y)
_, constant_error = drude_fit(constant_law)
assert constant_error < 1e-6 and fit_error > 0.01

# --- Printed numbers
kT_meV = kB * T / e * 1e3
print(f"T = {T:.0f} K, kT = {kT_meV:.3f} meV, n = {n*1e-6:.1e} cm^-3")
print(f"m_l, m_t = {m_l}, {m_t} m0; m_c = {m_c:.4f}, m_d = {m_d:.4f} m0")
print(f"Xi = {Xi/e:.1f} eV, density = {density:.0f} kg/m^3, "
      f"sound = {sound:.0f} m/s")
print(f"c_l = {c_l:.3e} N/m^2")
print(f"tau at E=kT = {tau0*1e12:.3f} ps, <tau> = {tau_mean*1e12:.3f} ps")
print(f"mobility = {to_cm2*tau_mean:.0f} cm2/Vs")
print(f"dc conductivity = {sigma0*10:.3f} mS/cm")
print(f"1/(2 pi <tau>) = {1/(2*pi*tau_mean)*1e-9:.2f} GHz")
print(f"kick test, largest relative error = {kick_error:.1e}")
print("tau ~ E^r:   r, <tau^2>/<tau>^2, <tau><1/tau>")
for r, second, inverse in power_table:
    print(f"  {r:5.1f}  {second:.4f}  {inverse:.4f}")
print(f"degenerate, E_F = {eta:.0f} kT, r=-0.5: "
      f"<tau^2>/<tau>^2 - 1 = {spread:.2e}")
print("f GHz | Re, Im sigma | Re, Im Drude (mS/cm) | m_app/m_c")
real_ratio = []
for f in (5, 20, 50, 100, 200, 500):
    w = 2 * pi * f * 1e9
    s = response(base, w)
    dr = tau_mean / (1 - 1j * w * tau_mean)
    real_ratio.append(s.real / dr.real)
    print(f"{f:4d} | {10*D*s.real:.3f} {10*D*s.imag:.3f} | "
          f"{10*D*dr.real:.3f} {10*D*dr.imag:.3f} | "
          f"{mass_ratio(s, w):.4f}")
assert real_ratio[0] < 1 < real_ratio[-1]
print(f"Re sigma/Re Drude at 500 GHz = {real_ratio[-1]:.4f}")
print(f"best free Drude fit, 5-500 GHz: mass = {1/fit_values[0]:.4f} m_c, "
      f"tau = {fit_values[1]*tau0*1e12:.3f} ps")
print(f"  largest relative misfit = {100*fit_error:.2f} %")

print("Neglected effects: mobility (cm2/Vs), m_app(0)/m_c")


def report(label, s):
    print(f"  {label}: {to_cm2*s.real:.0f}, {mass_ratio(s, w_low):.4f}")


report("none (acoustic only)", response(base, w_low))
report("inelastic acoustic, out-scattering",
       response(acoustic_inelastic(k, T, sound), w_low))
report("with intervalley phonons", response(base + intervalley(T), w_low))
report("with ionised donors", response(base + impurity(k), w_low))
exchange_rate = impurity(k_thermal)
report("with e-e mixing (estimate)", mixed(base, exchange_rate, w_low))
share_l = (1 / m_l) / (1 / m_l + 2 / m_t)
report("tau_l = 2/3 tau_t (rough)", (1 - share_l) * response(base, w_low)
       + share_l * response(1.5 * base, w_low))
print(f"  e-e rate used = {exchange_rate*1e-9:.2f} /ns; "
      f"strong-mixing mobility = {to_cm2/mean_rate:.0f} cm2/Vs")
print(f"  nonparabolicity 0.5/eV x 2.5 kT = {0.5*2.5*kT_meV*1e-3:.4f}")
Nc = 12 * (md * kB * T / (2 * pi * hbar**2))**1.5
neutral = 2 * n / Nc * np.exp(45 / kT_meV)
print(f"  n/Nc = {n/Nc:.1e}; neutral/ionised donors (45 meV) = {neutral:.4f}")
print(f"  hbar omega/kT at 500 GHz = {2*pi*5e11*hbar/(kB*T):.3f}")
print(f"  field for drift = sound speed: "
      f"{sound/(to_cm2*1e-4*tau_mean)/100:.1f} V/cm")
print(f"  thermal wavelength (m_d) = "
      f"{2*pi*hbar/np.sqrt(2*pi*md*kB*T)*1e9:.1f} nm")
hot = acoustic(wave_number(300.0), 300.0)
print("At 300 K: mobility (cm2/Vs), m_app(0)/m_c")
report("acoustic only", response(hot, w_low))
report("with intervalley phonons", response(hot + intervalley(300.0), w_low))
print("ALL CHECKS PASSED")
```

It prints:

```
T = 77 K, kT = 6.635 meV, n = 1.0e+13 cm^-3
m_l, m_t = 0.92, 0.19 m0; m_c = 0.2583, m_d = 0.3214 m0
Xi = 9.0 eV, density = 2330 kg/m^3, sound = 9000 m/s
c_l = 1.887e+11 N/m^2
tau at E=kT = 4.541 ps, <tau> = 3.416 ps
mobility = 23257 cm2/Vs
dc conductivity = 37.262 mS/cm
1/(2 pi <tau>) = 46.59 GHz
kick test, largest relative error = 2.3e-05
tau ~ E^r:   r, <tau^2>/<tau>^2, <tau><1/tau>
   -0.5  1.1781  1.1318
    0.0  1.0000  1.0000
    1.5  1.9328  3.3953
degenerate, E_F = 60 kT, r=-0.5: <tau^2>/<tau>^2 - 1 = 2.28e-04
f GHz | Re, Im sigma | Re, Im Drude (mS/cm) | m_app/m_c
   5 | 36.556 4.561 | 36.837 3.953 | 1.1668
  20 | 29.756 13.785 | 31.464 13.506 | 1.1127
  50 | 16.452 17.310 | 17.318 18.585 | 1.0539
 100 | 6.836 13.544 | 6.646 14.265 | 1.0216
 200 | 2.100 8.077 | 1.918 8.234 | 1.0066
 500 | 0.361 3.430 | 0.321 3.442 | 1.0011
Re sigma/Re Drude at 500 GHz = 1.1251
best free Drude fit, 5-500 GHz: mass = 1.0262 m_c, tau = 3.384 ps
  largest relative misfit = 3.42 %
Neglected effects: mobility (cm2/Vs), m_app(0)/m_c
  none (acoustic only): 23257, 1.1781
  inelastic acoustic, out-scattering: 23700, 1.1689
  with intervalley phonons: 21455, 1.1989
  with ionised donors: 22519, 1.1144
  with e-e mixing (estimate): 23191, 1.1667
  tau_l = 2/3 tau_t (rough): 22531, 1.1899
  e-e rate used = 4.82 /ns; strong-mixing mobility = 20549 cm2/Vs
  nonparabolicity 0.5/eV x 2.5 kT = 0.0083
  n/Nc = 2.8e-06; neutral/ionised donors (45 meV) = 0.0049
  hbar omega/kT at 500 GHz = 0.312
  field for drift = sound speed: 38.7 V/cm
  thermal wavelength (m_d) = 15.0 nm
At 300 K: mobility (cm2/Vs), m_app(0)/m_c
  acoustic only: 3024, 1.1781
  with intervalley phonons: 1615, 1.3084
ALL CHECKS PASSED
```
